# Strain splitting needed to fill the twofold valleys of silicon: test program

```python
"""Valley splitting that puts a chosen fraction of silicon electrons in two valleys.

Result under test: D = kT ln[2 f/(1-f)] for nondegenerate bulk electrons.
D: energy of the four upper valley minima above the two lower ones
f: fraction of electrons in the two lower valleys (on the z axis)
k: Boltzmann constant, T: temperature
Also tested: strain needed for D, and corrections from degeneracy,
nonparabolic bands, unequal masses and confinement in a finite layer.
Energies are in eV unless a name says otherwise; masses in electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

q, hbar, h, m0 = const.e, const.hbar, const.h, const.m_e
k_ev = const.k / q

# Inputs: rough typical values for silicon and the chosen working point
temperature = 300.0
target = 0.95
m_long, m_trans = 0.92, 0.19
xi_u, xi_d = 9.0, 1.1
c11, c12 = 166.0, 64.0
mismatch_ge = 0.042
density_main = 1e16
hot_temperature = 400.0
alpha_two, alpha_four = 0.5, 0.6
mass_factor = 1.02
layer_nm = 20.0
kt = k_ev * temperature


def valley_density(axis, offset, temp=temperature, alpha=0.0, scale=1.0):
    """Momentum-space Boltzmann sum for one valley, in cm^-3, at mu = 0."""
    thermal = k_ev * temp
    k_max = 7 * np.sqrt(2 * m_long * m0 * thermal * q) / hbar
    grid = np.linspace(-k_max, k_max, 81)
    masses = np.full(3, m_trans * scale)
    masses[axis] = m_long * scale
    parts = [(hbar * grid) ** 2 / (2 * m * m0 * q) for m in masses]
    gamma = (parts[0][:, None, None] + parts[1][None, :, None]
             + parts[2][None, None, :])
    energy = gamma
    if alpha > 0:
        energy = 2 * gamma / (1 + np.sqrt(1 + 4 * alpha * gamma))
    cell = (grid[1] - grid[0]) ** 3
    total = np.exp(-(energy + offset) / thermal).sum() * cell
    return 2 * total / (2 * np.pi) ** 3 * 1e-6


def counted_fraction(split, temp=temperature, a2=0.0, a4=0.0, scale2=1.0):
    """Fraction in the z valleys from explicit sums over all six valleys."""
    lower = upper = 0.0
    for axis in (0, 0, 1, 1, 2, 2):
        if axis == 2:
            lower += valley_density(axis, 0.0, temp, a2, scale2)
        else:
            upper += valley_density(axis, split, temp, a4)
    return lower / (lower + upper)


def boltzmann_fraction(split, temp=temperature):
    return 1 / (1 + 2 * np.exp(-split / (k_ev * temp)))


# Main result against six explicit momentum integrals
split = kt * np.log(2 * target / (1 - target))
fraction_count = counted_fraction(split)
assert abs(fraction_count - target) < 1e-8
assert abs(counted_fraction(0.0) - 1 / 3) < 1e-8
m_dos = (m_long * m_trans ** 2) ** (1 / 3)
nv = 2 * (2 * np.pi * m_dos * m0 * kt * q / h ** 2) ** 1.5 * 1e-6
assert abs(valley_density(2, 0.0) / nv - 1) < 1e-8

# Omitting the number of valleys gives too small a splitting
split_wrong = kt * np.log(target / (1 - target))
fraction_wrong = counted_fraction(split_wrong)
assert fraction_wrong < target
assert abs(fraction_wrong - boltzmann_fraction(split_wrong)) < 1e-8

# Sensitivity and heating
step = 1e-4
slope_count = (counted_fraction(split + step)
               - counted_fraction(split - step)) / (2 * step)
slope = target * (1 - target) / kt
assert abs(slope_count / slope - 1) < 1e-4
fraction_hot = counted_fraction(split, hot_temperature)
assert abs(fraction_hot - boltzmann_fraction(split, hot_temperature)) < 1e-8
split_hot = split * hot_temperature / temperature
assert abs(counted_fraction(split_hot, hot_temperature) - target) < 1e-8

# Strain: minimize elastic energy, then shift every valley
strain = split / (xi_u * (1 + 2 * c12 / c11))


def relaxed_strain(in_plane):
    """Out-of-plane strain that minimizes the cubic elastic energy."""
    def elastic(ratio):
        e = np.array([1.0, 1.0, ratio])
        return (0.5 * c11 * np.sum(e ** 2)
                + c12 * (e[0] * e[1] + e[1] * e[2] + e[2] * e[0]))
    return in_plane * minimize_scalar(elastic).x


def valley_shifts(in_plane):
    tensor = np.diag([in_plane, in_plane, relaxed_strain(in_plane)])
    return np.array([xi_d * np.trace(tensor) + xi_u * a @ tensor @ a
                     for a in np.eye(3)])


strain_zz = relaxed_strain(strain)
assert abs(strain_zz / (-2 * c12 / c11 * strain) - 1) < 1e-5
shifts = valley_shifts(strain)
assert abs((shifts[0] - shifts[2]) / split - 1) < 1e-5
assert abs(shifts[0] - shifts[1]) < 1e-12
compressed = valley_shifts(-strain)
assert compressed[2] > compressed[0]
ge_fraction = strain / mismatch_ge

# Degeneracy: solve for the chemical potential at fixed density
t_grid = np.arange(0, 12, 0.01)


def fermi_half(eta):
    """Normalized Fermi integral of order one half; tends to exp(eta)."""
    values = t_grid ** 2 * expit(eta - t_grid ** 2)
    return 4 / np.sqrt(np.pi) * values.sum() * 0.01


def fermi_fraction(trial, density):
    def excess(eta):
        total = 2 * fermi_half(eta) + 4 * fermi_half(eta - trial / kt)
        return np.log(total * nv / density)
    eta = brentq(excess, -40, 20)
    return 2 * nv * fermi_half(eta) / density


densities = [density_main, 1e17, 1e18, 1e19]
fermi_changes = []
for density in densities:
    needed = brentq(lambda d: fermi_fraction(d, density) - target, 0.04, 0.2)
    fermi_changes.append(needed - split)
u_two = target * np.array(densities) / (2 * nv)
u_four = (1 - target) * np.array(densities) / (4 * nv)
fermi_estimates = kt * (u_two - u_four) / np.sqrt(8)
for i in (1, 2):
    # The next series term is below 0.3 percent at these densities
    assert abs(fermi_changes[i] / fermi_estimates[i] - 1) < 3e-3
fraction_dense = fermi_fraction(split, 1e19)
assert fraction_dense < target

# Nonparabolic bands: common factor cancels, a difference does not
growth = valley_density(2, 0.0, alpha=alpha_two) / valley_density(2, 0.0)
growth_estimate = 1 + 15 / 4 * alpha_two * kt
# Second-order remainder is several times (alpha kT)^2
assert abs(growth - growth_estimate) < 1e-3
assert abs(counted_fraction(split, a2=alpha_two, a4=alpha_two) - target) < 1e-7
split_nonpar = brentq(
    lambda d: counted_fraction(d, a2=alpha_two, a4=alpha_four) - target,
    0.08, 0.11, xtol=1e-10)
nonpar_change = split_nonpar - split
nonpar_estimate = 15 / 4 * (alpha_four - alpha_two) * kt ** 2
# The first-order estimate has a relative error of order alpha kT
assert abs(nonpar_change / nonpar_estimate - 1) < 0.05

# Twofold valleys heavier by a chosen factor
split_mass = brentq(
    lambda d: counted_fraction(d, scale2=mass_factor) - target,
    0.08, 0.11, xtol=1e-10)
mass_change = split_mass - split
assert abs(mass_change + 1.5 * kt * np.log(mass_factor)) < 1e-7

# Finite layer: sum Boltzmann factors of finite-difference levels
length = layer_nm * 1e-9


def level_sum(mass):
    points = 1500
    dx = length / (points + 1)
    hop = hbar ** 2 / (2 * mass * m0 * dx ** 2 * q)
    levels = eigh_tridiagonal(np.full(points, 2 * hop),
                              np.full(points - 1, -hop), eigvals_only=True)
    return np.exp(-levels / kt).sum(), levels[0]


def classical_sum(mass):
    return length * np.sqrt(2 * np.pi * mass * m0 * kt * q) / h


sum_two, ground_two = level_sum(m_long)
sum_four, ground_four = level_sum(m_trans)
z_two, z_four = classical_sum(m_long), classical_sum(m_trans)
assert abs(sum_two / (z_two - 0.5) - 1) < 1e-4
assert abs(sum_four / (z_four - 0.5) - 1) < 1e-4
for mass, ground in ((m_long, ground_two), (m_trans, ground_four)):
    wall_level = h ** 2 / (8 * mass * m0 * length ** 2 * q)
    assert abs(ground / wall_level - 1) < 1e-5
layer_change = kt * np.log((sum_four / z_four) / (sum_two / z_two))
layer_formula = kt * np.log((1 - 0.5 / z_four) / (1 - 0.5 / z_two))
assert abs(layer_change - layer_formula) < 1e-5

print(f"Temperature: {temperature:.0f} K")
print(f"Target twofold fraction: {target:.2f}")
print(f"Thermal energy kT: {1e3 * kt:.3f} meV")
print(f"Upper/lower population ratio: {(1 - target) / target:.5f}")
print(f"Boltzmann factor exp(-D/kT): {np.exp(-split / kt):.5f}")
print(f"Logarithm argument 2f/(1-f): {2 * target / (1 - target):.2f}")
print(f"D/kT: {split / kt:.4f}")
print(f"Required splitting D: {1e3 * split:.2f} meV = {split:.5f} eV")
print(f"Fraction from six momentum integrals: {fraction_count:.6f}")
print(f"D if valley count is omitted: {1e3 * split_wrong:.2f} meV")
print(f"Fraction that this gives: {fraction_wrong:.4f}")
print(f"Sensitivity df/dD: {slope / 1e3:.6f} per meV")
print(f"Fraction at {hot_temperature:.0f} K, same D: {fraction_hot:.4f}")
print(f"D required at {hot_temperature:.0f} K: {1e3 * split_hot:.2f} meV")
print(f"Masses ml, mt: {m_long:.2f}, {m_trans:.2f} electron masses")
print(f"Density-of-states mass: {m_dos:.4f} electron masses")
print(f"Effective density per valley: {nv:.3e} cm^-3")
print(f"Deformation potential Xi_u: {xi_u:.1f} eV")
print(f"Elastic constants C11, C12: {c11:.0f}, {c12:.0f} GPa")
print(f"Required in-plane strain: {100 * strain:.3f} percent")
print(f"Out-of-plane strain: {100 * strain_zz:.3f} percent")
print(f"Ge lattice mismatch used: {100 * mismatch_ge:.1f} percent")
print(f"Rough substrate Ge fraction: {ge_fraction:.2f}")
for density, change in zip(densities, fermi_changes):
    print(f"Degeneracy change in D at {density:.0e} cm^-3: "
          f"{1e3 * change:.4f} meV")
print(f"Degeneracy estimate at 1e18 cm^-3: {1e3 * fermi_estimates[2]:.4f} meV")
print(f"Fraction at 1e19 cm^-3, original D: {fraction_dense:.4f}")
print(f"Alpha, twofold and fourfold: {alpha_two:.1f}, {alpha_four:.1f} per eV")
print(f"Valley density factor, alpha {alpha_two:.1f} per eV: {growth:.4f}")
print(f"First-order density factor: {growth_estimate:.4f}")
print(f"Change in D from unequal alpha: {1e3 * nonpar_change:.3f} meV")
print(f"First-order estimate of it: {1e3 * nonpar_estimate:.3f} meV")
print(f"Twofold/fourfold mass ratio tried: {mass_factor:.2f}")
print(f"Change in D from this mass ratio: {1e3 * mass_change:.3f} meV")
print(f"Layer thickness: {layer_nm:.0f} nm")
print(f"Lowest level, twofold valleys: {1e3 * ground_two:.3f} meV")
print(f"Lowest level, fourfold valleys: {1e3 * ground_four:.3f} meV")
print(f"Classical sums Z2, Z4: {z_two:.3f}, {z_four:.3f}")
print(f"Change in bulk-edge D from confinement: {1e3 * layer_change:.2f} meV")
print(f"Bulk-edge D needed in this layer: {1e3 * (split + layer_change):.2f} meV")
print("all good")
```

Printed output:

```
Temperature: 300 K
Target twofold fraction: 0.95
Thermal energy kT: 25.852 meV
Upper/lower population ratio: 0.05263
Boltzmann factor exp(-D/kT): 0.02632
Logarithm argument 2f/(1-f): 38.00
D/kT: 3.6376
Required splitting D: 94.04 meV = 0.09404 eV
Fraction from six momentum integrals: 0.950000
D if valley count is omitted: 76.12 meV
Fraction that this gives: 0.9048
Sensitivity df/dD: 0.001837 per meV
Fraction at 400 K, same D: 0.8844
D required at 400 K: 125.39 meV
Masses ml, mt: 0.92, 0.19 electron masses
Density-of-states mass: 0.3214 electron masses
Effective density per valley: 4.573e+18 cm^-3
Deformation potential Xi_u: 9.0 eV
Elastic constants C11, C12: 166, 64 GPa
Required in-plane strain: 0.590 percent
Out-of-plane strain: -0.455 percent
Ge lattice mismatch used: 4.2 percent
Rough substrate Ge fraction: 0.14
Degeneracy change in D at 1e+16 cm^-3: 0.0092 meV
Degeneracy change in D at 1e+17 cm^-3: 0.0924 meV
Degeneracy change in D at 1e+18 cm^-3: 0.9230 meV
Degeneracy change in D at 1e+19 cm^-3: 9.1098 meV
Degeneracy estimate at 1e18 cm^-3: 0.9244 meV
Fraction at 1e19 cm^-3, original D: 0.9310
Alpha, twofold and fourfold: 0.5, 0.6 per eV
Valley density factor, alpha 0.5 per eV: 1.0490
First-order density factor: 1.0485
Change in D from unequal alpha: 0.244 meV
First-order estimate of it: 0.251 meV
Twofold/fourfold mass ratio tried: 1.02
Change in D from this mass ratio: -0.768 meV
Layer thickness: 20 nm
Lowest level, twofold valleys: 1.022 meV
Lowest level, fourfold valleys: 4.948 meV
Classical sums Z2, Z4: 4.458, 2.026
Change in bulk-edge D from confinement: -4.25 meV
Bulk-edge D needed in this layer: 89.79 meV
all good
```
